# Andreev Levels and Supercurrent of a Short One-Channel Josephson Junction, part 2

A short normal link joins two superconducting leads through one channel. We seek its zero-temperature supercurrent from the normal-state transmission $T$ at the Fermi energy, $0<T\le1$.

The pair potential $\Delta(x)$ is $\Delta e^{i\phi_L}$ in the left lead, $0$ in the link and $\Delta e^{i\phi_R}$ in the right lead, with gap $\Delta>0$, $\phi=\phi_R-\phi_L$ and $s=\sin^2(\phi/2)$. The link length $L$ is much less than $\hbar v/\Delta$, with $v$ the Fermi velocity, and the scattering is constant over energies of order $\Delta$. The gap is much smaller than the Fermi energy $E_F$.

The BdG Hamiltonian, written $H_\phi$ at phase difference $\phi$, is
$$H=\begin{pmatrix}h&\Delta(x)\\ \Delta^*(x)&-h\end{pmatrix}.$$
Here $h$ is the real, spin-independent normal Hamiltonian measured from the Fermi energy (in $2E_A/h$ it is Planck's constant). The levels of $H$ come in pairs $\pm E_n$ and contain both spins once.

The theorem states, to leading order:

(a) The levels inside the gap are $\pm E_A$, with
$$E_A(\phi)=\Delta\sqrt{1-T\sin^2(\phi/2)} ; \tag{2}$$

(b) The ground state carries the supercurrent
$$I(\phi)=\frac{e\Delta}{2\hbar}\,\frac{T\sin\phi}{\sqrt{1-T\sin^2(\phi/2)}} , \tag{3}$$
except at $T=1$, $\phi=\pi$, where it jumps;

(c) The critical current is
$$I_c=\frac{e\Delta}{\hbar}\left(1-\sqrt{1-T}\right). \tag{4}$$

Here $e>0$, and $I$ is $e$ times the electron flow from left to right. Part (a) is proved; (b) and (c) are not yet.

Lemma 3: if the ground state, of energy $E_{gs}$, is not degenerate, $I=(2e/\hbar)\,dE_{gs}/d\phi$.

For a finite link with its scatterer in the middle, the level $E$ that develops from $+E_A$ obeys
$$\arccos\frac E\Delta-\frac{EL}{\hbar v}=\arcsin\left(\sqrt T\,|\sin(\phi/2)|\right). \tag{8}$$

The numerical tests use a tight-binding BdG chain at half filling with lead hopping 1, the unit of energy. Its links are:

- one bond $w=0.8$ between the leads;
- an asymmetric scatterer of two normal sites with energies $0.5$ and $-0.3$, joined by bonds $0.8$, $0.9$ and $0.7$;
- 40 normal sites with a bond $0.8$ in their middle, at $\Delta=0.02$ and velocity 2.

### Lemma 4: ground-state energy from a determinant

*With $\mathcal R(\omega)=\det(i\omega-H_\phi)/\det(i\omega-H_0)$,*

$$E_{gs}(\phi)-E_{gs}(0)=-\frac1{2\pi}\int_{-\infty}^{\infty}\ln\mathcal R(\omega)\,d\omega . \tag{10}$$

*Proof.* Take long but finite leads. The ground state fills all negative levels, so up to a constant $E_{gs}=-\sum_nE_n$, summed over the positive levels. Each pair $\pm E_n$ contributes $(i\omega-E_n)(i\omega+E_n)=-(\omega^2+E_n^2)$ to the determinant, and

$$\ln\mathcal R=\sum_n\ln\frac{\omega^2+E_n(\phi)^2}{\omega^2+E_n(0)^2} .$$

For $a,b>0$,

$$\int_{-\infty}^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega=2\pi(a-b), \tag{11}$$

since the left side vanishes at $a=b$ and its derivative with respect to $a$ is $\int2a\,d\omega/(\omega^2+a^2)=2\pi$. Summing (11) over $n$ gives (10). The leads may then be made infinite. $\square$

### Lemma 5: the determinant of a short link

*To leading order in the gap over the energy scale of the link and the leads,*

$$\mathcal R(\omega)=\frac{\omega^2+E_A^2}{\omega^2+\Delta^2} . \tag{12}$$

*Proof.* Let each lead be a half-infinite chain with hopping $t$ at half filling. This costs no generality. In the notation used below, a pair of equal leads of another kind has, near the Fermi energy, a different constant $y$ and an added real term $x\tau_z$ in the end-site resolvent $g$. Since $1-(g+x\tau_z)K\tau_z=(1-gK'\tau_z)(1-xK)$ with $K'=K(1-xK)^{-1}$, the added term only replaces $K$ by another real symmetric matrix, in the superconducting and in the normal state alike.

**Link.** Let the link have the real Hamiltonian $h_c$ and real couplings $V$ to the two end sites of the leads. Eliminating its amplitudes at energy $E$ adds $V^{\mathsf T}(E-h_c)^{-1}V$ to the electron Hamiltonian of the end sites, and $V^{\mathsf T}(E+h_c)^{-1}V$ for holes. For $|E|$ of order $\Delta$, $E$ is negligible beside $h_c$, and the two terms become $K$ and $-K$ with the real symmetric matrix $K=-V^{\mathsf T}h_c^{-1}V$. A direct bond $w$ adds $-w$ to $K_{12}$. A broad link level exactly at zero is treated as the limit of a slightly shifted one. The determinant of the isolated normal link does not depend on $\phi$ and cancels in $\mathcal R$.

**Leads.** Let $\tau_z=\mathrm{diag}(1,-1)$ and

$$\nu_j=\begin{pmatrix}0&e^{i\phi_j}\\ e^{-i\phi_j}&0\end{pmatrix},\qquad \nu_j^2=1,\qquad \tau_z\nu_j\tau_z=-\nu_j .$$

The lead Hamiltonian $h\tau_z+\Delta\nu_j$ has the square $h^2+\Delta^2$, because the cross terms cancel. With $\Omega^2=\omega^2+\Delta^2$,

$$(i\omega-h\tau_z-\Delta\nu_j)^{-1}=-\frac{i\omega+h\tau_z+\Delta\nu_j}{h^2+\Omega^2} .$$

On the end site the term odd in $h$ vanishes, since alternating the sign of successive sites reverses $h$. The rest needs $\langle1|(h^2+\Omega^2)^{-1}|1\rangle=y/\Omega$, where $-iy$ is the normal end-site resolvent at energy $i\Omega$. Adding one site to a half-infinite chain reproduces the chain, so this resolvent $g$ obeys $g=1/(i\Omega-t^2g)$. With $g=-iy$ this reads $t^2y^2+\Omega y-1=0$, whose positive root is

$$y=\frac{\sqrt{\Omega^2+4t^2}-\Omega}{2t^2}=\frac1t\left(1-\frac{\Omega}{2t}+\dots\right). \tag{13}$$

The superconducting end-site resolvent is thus $g_j=-y\,(i\omega+\Delta\nu_j)/\Omega$, with $y\to1/t$ for $\Omega\ll t$.

**Determinant.** Isolated leads have determinants independent of their phases. What remains is the $4\times4$ determinant of $1-gK\tau_z$ on the end sites. Define

$$p_j=\frac{(i\omega+\Delta\nu_j)\tau_z}{\Omega},\qquad a=yK_{11},\quad b=yK_{12},\quad c=yK_{22} .$$

Then

$$p_j^2=\frac{(i\omega+\Delta\nu_j)(i\omega-\Delta\nu_j)}{\Omega^2}=-1,\qquad \operatorname{tr}p_j=0 ,$$

so $p_j$ has eigenvalues $\pm i$. The determinant is

$$F=\det\begin{pmatrix}1+ap_L&bp_L\\ bp_R&1+cp_R\end{pmatrix}.$$

From $p_j^2=-1$ follow $\det(1+ap_L)=1+a^2$, $\det(p_L+a)=1+a^2$ and

$$(1+ap_L)^{-1}p_L=\frac{(1-ap_L)p_L}{1+a^2}=\frac{p_L+a}{1+a^2} ,$$

and likewise with $c$ and $p_R$. Put $N=(1+a^2)(1+c^2)$ and $Y=(p_R+c)(p_L+a)$, so that $\det Y=N$. Block elimination gives

$$F=N\det\left(1-\frac{b^2}{N}Y\right)=N-b^2\operatorname{tr}Y+b^4 .$$

The trace is $\operatorname{tr}Y=\operatorname{tr}(p_Rp_L)+2ac$. Since $\operatorname{tr}(\nu_R\nu_L)=2\cos\phi$ and terms with a single $\nu$ are traceless,

$$\operatorname{tr}(p_Rp_L)=\frac{-2\omega^2-2\Delta^2\cos\phi}{\Omega^2}=-2+\frac{4\Delta^2s}{\Omega^2} .$$

Hence

$$F=C-\frac{4b^2\Delta^2s}{\Omega^2},\qquad C=N+2b^2-2acb^2+b^4 .$$

At $\phi=0$ this is $C$, and $\mathcal R=1-(4b^2/C)\,\Delta^2s/\Omega^2$.

**Identification of $T$.** In the normal state at zero energy, $k=\pi/2$. Write the left wave as $i^j+r\,i^{-j}$ for $j\le0$, and call the amplitude on the first right site $d$. Comparing the equations of the end sites with those of an unbroken chain gives

$$-i(1-r)=a(1+r)+bd,\qquad id=b(1+r)+cd ,$$

with $y=1/t$. The second gives $1+r=(i-c)d/b$. Inserted in the first, rewritten as $(i-a)(1+r)-bd=2i$, it yields

$$\left[(i-a)(i-c)-b^2\right]d=2ib .$$

The squared modulus of the bracket is $(1-ac+b^2)^2+(a+c)^2$, which expands to $C$. Thus $T=|d|^2=4b^2/C$, and

$$\mathcal R=1-\frac{T\Delta^2s}{\omega^2+\Delta^2}=\frac{\omega^2+\Delta^2(1-Ts)}{\omega^2+\Delta^2} . \qquad\square$$

### Proof of part (b)

Equation (12) holds for $|\omega|$ far below the energy scale of the link and the leads. For $|\omega|\gg\Delta$, $\ln\mathcal R$ falls off as $\Delta^2/\omega^2$, so the integral in (10) is collected at $|\omega|$ of order $\Delta$, and the range where (12) fails contributes a fraction that vanishes with the gap over that scale. Insert (12) in (10) and use (11) with $a=E_A$, $b=\Delta$:

$$E_{gs}(\phi)-E_{gs}(0)=\Delta-E_A(\phi) . \tag{14}$$

From $E_A^2=\Delta^2(1-Ts)$ and $ds/d\phi=\tfrac12\sin\phi$,

$$2E_A\frac{dE_A}{d\phi}=-\frac{\Delta^2T}{2}\sin\phi ,\qquad I=-\frac{2e}\hbar\frac{dE_A}{d\phi}=\frac{e\Delta^2T\sin\phi}{2\hbar E_A} ,$$

which is (3). $\square$

**The continuum.** Continued to real energy, $\mathcal R=(E^2-E_A^2)/(E^2-\Delta^2)$. The change of the level density is $-\frac1\pi\operatorname{Im}\partial_E\ln\mathcal R(E+i0)$. For $|E|>\Delta$, $\mathcal R$ is real and positive, so the density there does not change with $\phi$. The bound states are drawn from the gap edges, and in this limit the continuum carries no net current.

### Proof of part (c)

With $\sin^2\phi=4s(1-s)$,

$$I^2=\left(\frac{e\Delta}\hbar\right)^2T^2\,\frac{s(1-s)}{1-Ts} .$$

For $T<1$ the fraction vanishes at $s=0$ and $s=1$ and is positive between them. Its derivative vanishes when $(1-2s)(1-Ts)+Ts(1-s)=0$, that is, $1-2s+Ts^2=0$. With $\rho=\sqrt{1-T}$ the root in the interval is

$$s=\frac{1-\rho}{T}=\frac1{1+\rho} . \tag{15}$$

There $1-Ts=\rho$ and $1-s=\rho/(1+\rho)$, so the fraction is $1/(1+\rho)^2$. Since $T=(1-\rho)(1+\rho)$, $I_c=(e\Delta/\hbar)(1-\rho)$, and the level at the maximum is $E_A=\Delta(1-T)^{1/4}$. For $T=1$ the value $e\Delta/\hbar$ is approached as $\phi\to\pi$ from below. $\square$

**Limits.** For $T\ll1$, $I\approx(e\Delta T/2\hbar)\sin\phi$. For $T=1$ and $|\phi|<\pi$, $I=(e\Delta/\hbar)\sin(\phi/2)$.

### Temperature and parity

The density result gives the free energy too. Its phase-dependent part is $-2k_B\Theta\ln[2\cosh(E_A/2k_B\Theta)]$ at temperature $\Theta$, so (3) is multiplied by $\tanh(E_A/2k_B\Theta)$, with $\Delta$ held fixed. One quasiparticle trapped in the level adds $E_A$ to (14). In the short-link limit the sum no longer depends on $\phi$, and the current vanishes while the quasiparticle stays. Outside that limit a continuum current remains: at $\phi=2.0$ rad it is about $-0.13\,e\Delta/\hbar$ for a symmetric resonance at the Fermi energy with a full width of $10\Delta$.

### Numerical test

For the chain with one bond $w=0.8$, $T=0.9518$ and $\phi=2.0$ rad, (3) gives $0.7579$ in units of $e\Delta/\hbar$. Summing all occupied levels gives $0.7281$ for $\Delta=0.04$ and $0.7422$ for $\Delta=0.02$; the latter is 2% low. The sign follows from (13): $y$ falls with $\Omega$, which weakens the effective coupling $wy<1$ and hence the transmission. At $\Delta=0.02$ the continuum share is $-1.2$% of the lattice current. At $k_B\Theta=0.3\Delta$ the chain gives $0.5486$ and the thermal formula $0.5612$.

### Example: an aluminium atomic contact

Take rough values: $\Delta=0.18$ meV, $T=0.90$, 30 mK. They are treated as exact so that the arithmetic can be followed; for a real contact only the first one or two digits of the results have meaning. The current unit is $e\Delta/\hbar=43.81$ nA, and

$$I_c=43.81\,(1-\sqrt{0.10})=43.81\times0.684=30.0\ \text{nA}=3.0\times10^{-8}\ \text{A} .$$

By (15), $s=0.684/0.90=0.760$, so $\phi=2.12$ rad, and the level is $101\ \mu$eV.

| $\phi/\pi$ | $E_A$ ($\mu$eV) | $I$ (nA) |
|---|---|---|
| 0.25 | 167.7 | 15.0 |
| 0.50 | 133.5 | 26.6 |
| 0.75 | 86.7 | 29.0 |
| 0.90 | 62.9 | 17.4 |

At $\phi=\pi$ the level is $56.9\ \mu$eV, and the spacing $2E_A/h$ is 27.5 GHz.

Real single-atom aluminium contacts typically have about three channels, and $0.90$ is high for one of them. Two more with an assumed $T=0.10$ each add 3.9 nA at the same phase, or 13% of $I_c$. This is the largest correction sized here. Thermal loss is below $10^{-9}$. For a 1 nm link and $v=2.0\times10^6$ m/s, $\hbar v/\Delta=7.3\ \mu$m, and (8) lowers the level by a fraction $1.1\times10^{-4}$. Disorder in real films shortens the coherence length, roughly to 100 nm, still far above 1 nm. With a Fermi energy of 12 eV, $\Delta/E_F=1.5\times10^{-5}$.

The phase is set by a loop, here with $\mathcal L=20$ pH and a shunt $\mathcal C=1$ pF. Screening shifts it by $2e\mathcal LI_c/\hbar=1.8\times10^{-3}$ rad. The loop is an oscillator with quantum $\hbar\omega_0=\hbar/\sqrt{\mathcal L\mathcal C}=147\ \mu$eV and stiffness $E_{\mathcal L}=(\hbar/2e)^2/\mathcal L$. Half its mean energy is potential, so

$$\langle\delta\phi^2\rangle=\frac{\hbar\omega_0}{2E_{\mathcal L}}\coth\frac{\hbar\omega_0}{2k_B\Theta} ,$$

or 0.047 rad rms. Averaging (3) over this spread lowers the current at the maximum by 0.1%. This is an order of magnitude, since $\hbar\omega_0$ is not small beside $2E_A=202\ \mu$eV.

The closed formula needs every resonance of the link near the Fermi energy to be much wider than $\Delta$, and $L$ to be much shorter than $\hbar v/\Delta$. Being merely wider than the gap is not enough: for a symmetric resonance at the Fermi energy with a full width of $10\Delta$, the current at $\phi=2.0$ rad is already about a quarter below (3). The approach is slow: the deficit is still about 18% at $20\Delta$ and about 6% at $100\Delta$. The formula also fails when the current disturbs the gap in the leads. In the first two cases the full-energy calculation is needed; in the last, $\Delta(x)$ must also be determined self-consistently. A narrow resonance in a real device, such as a quantum dot, usually also has a Coulomb charging energy, which the Hamiltonian used here leaves out; the full-energy BdG calculation is then not sufficient either. The remaining values are in the numerical output.

## Calculated quantities

```
LATTICE TESTS (lead hopping 1, phase 2.0 rad)
asymmetric scatterer, transmission: 0.6253
level/gap, lattice, gap 0.04: 0.7331
level/gap, lattice, gap 0.02: 0.7398
level/gap, extrapolated to zero gap: 0.7466
level/gap, formula: 0.7465
weak bond hopping: 0.80, transmission: 0.9518
current/(e gap/hbar), all levels, gap 0.04: 0.7281
current/(e gap/hbar), all levels, gap 0.02: 0.7422
current/(e gap/hbar), formula: 0.7579
continuum share of lattice current, gap 0.02: -1.18 %
thermal current at kT = 0.3 gap, lattice: 0.5486
thermal current at kT = 0.3 gap, formula: 0.5612
largest error of log determinant ratio: 0.0059
bond flow, operator, gap 0.1: 0.068806 hopping/hbar
bond flow, energy derivative: 0.068806 hopping/hbar
level/gap, 40 normal sites, lattice: 0.4261
level/gap, 40 normal sites, formula: 0.4242
EXAMPLE: aluminium atomic contact (rough values)
gap: 0.18 meV, transmission: 0.90
temperature: 30 mK, kT: 2.585 ueV
current unit e gap/hbar: 43.81 nA
phase 0.25 pi: level 167.7 ueV, current 14.96 nA
phase 0.50 pi: level 133.5 ueV, current 26.59 nA
phase 0.75 pi: level 86.7 ueV, current 28.96 nA
phase 0.90 pi: level 62.9 ueV, current 17.44 nA
phase of maximum current: 2.1171 rad = 0.6739 pi
level at maximum current: 101.2 ueV
critical current: 29.96 nA = 2.996e-08 A
level at phase pi: 56.9 ueV
spacing 2E/h at phase pi: 27.5 GHz
NEGLECTED EFFECTS
thermal loss factor at maximum: 2.0e-17
thermal loss factor near phase pi: 5.5e-10
link length: 1.0 nm, Fermi velocity: 2.0e+06 m/s
clean length hbar v/gap: 7313 nm
relative level shift from link length: -1.1e-04
Fermi energy: 12 eV, gap/E_F: 1.5e-05
two extra channels, T = 0.10 each: 3.89 nA at same phase
extra-channel current/critical current: 13.0 %
loop: 20 pH, shunt: 1 pF
loop screening phase: 1.8e-03 rad
loop oscillator quantum: 147 ueV
rms phase fluctuation: 0.047 rad
current change at maximum by fluctuation: -0.11 %
```
